# Standard Error of Simulated Range Straggling and Profile Kurtosis, part 2

A Monte Carlo simulation of ion implantation follows many ions until each comes to rest. The question is how precisely a finite run determines the range straggling, and how channelling in a crystal changes that precision.

The final depth $z$ is measured from the original surface along its inward normal. Angle brackets denote the mean over the depth law or, for a quantity built from a whole run, over many independent runs. The mean depth is $\mu=\langle z\rangle$, the deviation from it is $x=z-\mu$, and the straggling is $\sigma=\langle x^2\rangle^{1/2}$. The fourth central moment is $\mu_4=\langle x^4\rangle$, and $\kappa=\mu_4/\sigma^4$ is the full kurtosis, equal to 3 for a Gaussian.

A run of $N$ stopped ions gives the sample mean $\bar z$ and the sample straggling $s$, where $s^2$ is the sample variance with divisor $N-1$. The standard error $\mathrm{SE}(s)$ is the standard deviation of $s$ over many independent runs. For independent, equally weighted ions with finite $\mu_4$ and $\kappa>1$,

$$
\frac{\mathrm{SE}(s)}{\sigma}\simeq\sqrt{\frac{\kappa-1}{4N}}
\qquad (N\to\infty). \tag{5}
$$

For a Gaussian profile this becomes

$$
\frac{\mathrm{SE}(s)}{\sigma}\simeq\frac{1}{\sqrt{2N}}. \tag{22}
$$

Two relations behind equation (5) are also needed. With $r=s/\sigma$ and $t=s^2/\sigma^2-1$,

$$
r-1=\frac t2-\frac{(r-1)^2}{2}, \tag{16}
$$

where the last term is negligible for large $N$, and

$$
s^2=\frac{N}{N-1}\Big[\frac1N\sum_i x_i^2-(\bar z-\mu)^2\Big]. \tag{17}
$$

The closing list of calculated quantities includes checks on a three-value law: depths 0, 1 and 4, in arbitrary units, with probabilities 0.45, 0.45 and 0.10. The relative bias listed there is $\langle s\rangle/\sigma-1$, for which the large-$N$ formula is $-(\kappa-1)/(8N)$. The exact Gaussian standard errors in the list come from the known distribution of $s$ at finite $N$.

### A Gaussian core with an exponential tail

In a crystal, some ions are steered between rows or planes of atoms and travel deeper than the rest. As a model, let a fraction $1-f$ of the ions have a Gaussian depth law with centre $R$ and width $w$. The remaining fraction $f$ stops at $R+u$, where $u\ge0$ has the density $e^{-u/L}/L$. The length $L$ is both the mean and the decay length of the tail.

The moments of the exponential law are $\langle u^k\rangle=k!\,L^k$. Those of the Gaussian about $R$ are $w^2$ and $3w^4$ for the second and fourth powers, and zero for odd powers. The moments $a_k=\langle(z-R)^k\rangle$ of the mixture are therefore

$$
\begin{aligned}
a_1&=fL, & a_2&=(1-f)w^2+2fL^2,\\
a_3&=6fL^3, & a_4&=3(1-f)w^4+24fL^4 .
\end{aligned} \tag{26}
$$

The mean depth is $\mu=R+a_1$, so $x=(z-R)-a_1$. Expanding the second and fourth powers gives

$$
\sigma^2=a_2-a_1^2, \tag{27}
$$

$$
\mu_4=a_4-4a_1a_3+6a_1^2a_2-3a_1^4 . \tag{28}
$$

The last coefficient is the sum of $-4a_1^3a_1$ and $+a_1^4$.

Two limits show how the tail acts. For a very small fraction, set $\ell=L/w$ and keep first order in $f$:

$$
\sigma^2\simeq w^2[1+f(2\ell^2-1)],\qquad
\mu_4\simeq 3w^4[1+f(8\ell^4-1)]. \tag{29}
$$

Dividing $\mu_4$ by the square of $\sigma^2$ gives

$$
\kappa\simeq3+f(24\ell^4-12\ell^2+3). \tag{30}
$$

The polynomial in $\ell^2$ has the discriminant $144-288<0$ and is positive throughout. In this model a sufficiently sparse exponential tail thus raises the kurtosis for any decay length. Equation (30) requires both $f\ll1$ and $f\ell^2\ll1$. If a long tail violates the second condition, it also widens $\sigma$ appreciably and holds the kurtosis below this estimate.

In the opposite limit the tail dominates both moments. Let $w/L\to0$ first and then take $f$ small. Then $\sigma^2\simeq2fL^2$ and $\mu_4\simeq24fL^4$, so $\kappa\simeq6/f$ and

$$
\frac{\mathrm{SE}(s)}{\sigma}\simeq\sqrt{\frac{3}{2fN}} . \tag{31}
$$

The error is set by the expected number $fN$ of channelled ions instead of the total number $N$. The depths of the core ions hardly matter in this limit; the core ions enter through their number, which helps to fix the channelled fraction in the run.

### Worked example: cobalt in silicon

Take cobalt implanted at 100 keV into crystalline silicon, with the rough core values $R=85$ nm and $w=30$ nm. The tail is given the round values $f=0.05$ and $L=80$ nm. Equation (26) yields

$$
\begin{aligned}
a_1&=4\ \mathrm{nm},\\
a_2&=855+640=1495\ \mathrm{nm}^2,\\
a_3&=153600\ \mathrm{nm}^3,\\
a_4&=2308500+49152000=51460500\ \mathrm{nm}^4 .
\end{aligned} \tag{32}
$$

The mean depth is 89 nm. From equation (27), $\sigma^2=1495-16=1479\ \mathrm{nm}^2$, so $\sigma=38.46$ nm. From equation (28),

$$
\begin{aligned}
\mu_4&=51460500-2457600+143520-768\\
&=49145652\ \mathrm{nm}^4,\\
\kappa&=\frac{49145652}{1479^2}=22.47 .
\end{aligned} \tag{33}
$$

For $N=10000$ ions the relative standard error is

$$
\frac{\mathrm{SE}(s)}{\sigma}=\sqrt{\frac{21.47}{40000}}=2.32\% , \tag{34}
$$

or 0.89 nm. The Gaussian formula would give 0.71%, too small by a factor of 3.28. The tail raises $\sigma$ from the core value of 30 nm by 28%, but it multiplies the relative error by more than three.

As a test, 4000 independent runs of 10000 depths each were drawn from this law. The observed relative standard deviation of $s$ was 2.28%. A standard deviation found from 4000 nearly Gaussian values is itself uncertain by about $1/\sqrt{8000}=1.1\%$ of its value, and the observed figure lies 1.8% below the prediction. These runs sample the assumed depth law; they test the statistics and not the physics of stopping.

The channelled component supplies 96% of $\langle(x^2-\sigma^2)^2\rangle$, the quantity that sets the error, although it holds 5% of the ions. In a run of 10000 ions, about 500 ions thus account for nearly all of the uncertainty. Even among these the deepest dominate: ions beyond 265 nm, about 53 per run on average, supply 90% of the same quantity.

### A channelled peak can lower the relative error

A larger channelled fraction may form a second peak. Let both peaks be Gaussian with the same width $w$, let their centres lie a distance $D$ apart, and let the deeper one hold the fraction $f$. The deviation from the mean depth is then

$$
x=g+D(B-f), \tag{35}
$$

where $g$ is Gaussian with variance $w^2$, and $B$ is an independent variable equal to 1 with probability $f$ and to 0 otherwise. With $p=f(1-f)$,

$$
\begin{aligned}
\langle(B-f)^2\rangle&=p,\\
\langle(B-f)^4\rangle&=f(1-f)^4+(1-f)f^4\\
&=p[(1-f)^3+f^3]=p(1-3p).
\end{aligned} \tag{36}
$$

The odd moments of $g$ vanish, so that

$$
\begin{aligned}
\sigma^2&=w^2+pD^2,\\
\mu_4&=3w^4+6w^2pD^2+p(1-3p)D^4 .
\end{aligned} \tag{37}
$$

Subtracting $3\sigma^4=3w^4+6w^2pD^2+3p^2D^4$ and dividing by $\sigma^4$,

$$
\kappa-3=\frac{p(1-6p)D^4}{(w^2+pD^2)^2}. \tag{38}
$$

The sign changes at $p=1/6$, that is, at $f=(1\pm1/\sqrt3)/2$, or 0.211 and 0.789. A minority peak below 21% acts as a tail and raises the relative error. Between the two values the profile is closer to two balanced groups, for which $x^2$ varies less from ion to ion than in a Gaussian. These limits belong to peaks of equal width.

With $w=30$ nm, $D=120$ nm and $f=0.40$, we have $p=0.24$, $\sigma=66$ nm and $\kappa=1.846$. For 10000 ions the relative error is $\sqrt{0.846/40000}=0.46\%$, below the Gaussian 0.71%. A set of 2000 simulated runs gave 0.457%. The absolute error is $0.0046\times66=0.30$ nm, which is still larger than the 0.21 nm of a single Gaussian peak with a width of 30 nm. The second peak lowers the error relative to $\sigma$, while $\sigma$ itself has more than doubled.

### Choosing the number of ions

Solving equation (5) for $N$ gives the number of ions needed for a relative standard error $\varepsilon$:

$$
N\simeq\frac{\kappa-1}{4\varepsilon^2}. \tag{39}
$$

For $\varepsilon=1\%$ a Gaussian needs 5000 ions, and the cobalt profile with its tail needs about 53700. In 1000 simulated runs of that size the observed error was 0.99%.

The true kurtosis is seldom known beforehand. An estimate from the same run is

$$
\hat\kappa=\frac{\frac1N\sum_i(z_i-\bar z)^4}
{\big[\frac1N\sum_i(z_i-\bar z)^2\big]^2},\qquad
\widehat{\mathrm{SE}}=s\sqrt{\frac{\hat\kappa-1}{4N}} . \tag{40}
$$

In the 4000 runs with $N=10000$, the interval $s\pm1.96\,\widehat{\mathrm{SE}}$ contained the true $\sigma$ in 94.0% of cases, against a nominal 95%. With the Gaussian error $s/\sqrt{2N}$ in its place, the interval contained $\sigma$ in 46.8% of cases. It reaches out to $1.96/3.28=0.60$ true standard errors, for which a normal law gives 45%.

The median of $\widehat{\mathrm{SE}}$ was 3.5% below the predicted error. A run that happens to lack the rarest deep ions underestimates both the tail and its own uncertainty. In the extreme case $fN\ll1$, most runs contain no channelled ion, and equation (40) then reports the error of the core alone. The estimate is therefore to be trusted only when the tail is well populated. A large contribution of the few deepest ions to $\hat\kappa$ warns that it is not. A small contribution is no proof that it is: at equal $N$, runs that miss the rarest deep ions tend to show a smaller contribution and to underestimate the error, and a run without any channelled ion gives no warning at all.

### Correlated and weighted ions

Suppose that ions share a fluctuating state of the target, so that $x_i^2$ and $x_j^2$ have a small correlation coefficient $c$ for each pair. Let the shared state change the width of the profile but not its mean depth, so that the term $(\bar z-\mu)^2$ in equation (17) stays negligible; a common shift of all depths would cancel in $s$. The variance of the average of the $x_i^2$ contains $N$ variances and $N(N-1)$ covariances. It is therefore multiplied by $1+(N-1)c$, and to leading order

$$
\frac{\mathrm{SE}(s)}{\sigma}\simeq
\sqrt{\frac{\kappa-1}{4N}\,[1+(N-1)c]} . \tag{41}
$$

For $N=10000$, a correlation of $10^{-4}$ already doubles the variance. Once $Nc\gg1$, further ions in the same shared state bring little improvement.

Some simulations split deep ions into several of lower weight to populate the tail. Let independent entries have weights $W_i$, with moments about the true profile given by $\langle Wx\rangle=0$ and $\langle Wx^2\rangle=\sigma^2\langle W\rangle$. The weighted variance deviates from $\sigma^2$ by $\sum_iW_i(x_i^2-\sigma^2)/\sum_iW_i$ to first order. The numerator has zero mean, so the denominator may be replaced by $N\langle W\rangle$. Halving the relative deviation as in equation (16) gives

$$
\frac{\mathrm{SE}(s)}{\sigma}\simeq
\frac{\sqrt{\langle W^2(x^2-\sigma^2)^2\rangle}}
{2\sigma^2\langle W\rangle\sqrt N}. \tag{42}
$$

Small weights at large $|x|$ reduce the numerator. Fragments of one split ion share part of their path, however, and are not independent entries. Their terms $W(x^2-\sigma^2)$ must first be added up for each original ion. The mean square of these sums then replaces $\langle W^2(x^2-\sigma^2)^2\rangle$ in equation (42), $N$ counts the original ions, and $\langle W\rangle$ is the mean total weight per original ion.

### The model beside the real implant

The depth law of the example extends to infinity on both sides, and a real one does not. A rough greatest depth follows from electronic stopping alone. The Lindhard–Scharff formula gives an energy loss of 288 eV/nm for cobalt in silicon at 100 keV, and the loss is proportional to $\sqrt E$. Integrating $dE$ over the loss gives twice the energy divided by the initial loss, or 695 nm. This is an estimate and not a bound, since the formula averages over the target and a channelled ion may lose energy more slowly. Cutting the profile there and renormalizing lowers $\kappa$ from 22.5 to 20.1 and the relative error from 2.32% to 2.18%. The ions removed are a fraction $0.05\,e^{-610/80}\simeq2.4\times10^{-5}$ of the total, about one in 40000. Most runs of 10000 ions contain none of them, yet they carry a tenth of the kurtosis.

The other corrections considered here change the relative error less, though they can shift $\sigma$ more. The Gaussian core places 0.22% of the ions outside the surface; removing them changes the relative error to 2.34%. A channelled fraction lower by 10%, as lattice vibrations or damage might cause, gives 2.30%. It also shifts $\sigma$ from 38.46 to 37.72 nm. That shift of 0.74 nm is comparable with the statistical error of 0.89 nm, and more ions would not remove it. The standard error says nothing about errors of the stopping and scattering model.

The chosen dose is $10^{12}\ \mathrm{cm^{-2}}$. With a rough displacement energy of 15 eV, and all the ion energy counted as damage energy, the usual displacement estimate $0.8E/(2E_d)$ gives 2667 displaced atoms per ion. Spread over a depth of $2R$ in silicon with about 50 atoms per $\mathrm{nm^3}$, this is 0.3% of the silicon atoms. The average fraction is small, but a channelled ion is sensitive to atoms displaced into its path. If none of them returned to a lattice site, a channel with a cross-section of 0.1 $\mathrm{nm^2}$ would hold about three over this depth at the full dose. Treating each ion as entering an undamaged crystal is therefore an assumption of the model, and for the tail it needs a lower dose or strong recombination of the damage. Sputtering at a rough two atoms per ion moves the surface by $4\times10^{-4}$ nm. Implants that form a buried cobalt silicide layer use far higher doses, roughly $10^{17}\ \mathrm{cm^{-2}}$. Scaled linearly, the recession is then 40 nm, as large as the straggling itself, and the assumption of a fixed target with independent ions fails. The tail parameters also depend on beam alignment, surface layers and temperature, and the values used here are not a prediction for a given wafer.

The result refers to the profile before annealing. If annealing added to each depth an independent Gaussian displacement of variance $v$, the variance would become $\sigma^2+v$ and the fourth moment $\mu_4+6\sigma^2v+3v^2$. The difference $\mu_4-3\sigma^4$ would be unchanged, and

$$
\kappa_{\mathrm{ann}}-3=(\kappa-3)\frac{\sigma^4}{(\sigma^2+v)^2}. \tag{43}
$$

Such diffusion would bring the relative error closer to $1/\sqrt{2N}$. Equation (43) requires a uniform medium, no loss at the surface and no reaction. Cobalt in silicon diffuses fast and forms silicides, so its annealed profile needs a transport model of its own. The numerical output below lists the main values used in this section.

## Calculated quantities

```
Exact Var(s^2), three-value law, N=4: 2.373328
Three-value law kurtosis: 5.7204
Exact/asymptotic SE, N=100 and 400: 1.0207, 1.0050
Relative bias at N=400, exact: -0.001491
Relative bias at N=400, formula: -0.001475
Gaussian exact SE times sqrt(2N)/sigma, N=10: 1.03859
Gaussian exact SE times sqrt(2N)/sigma, N=100: 1.00376
Gaussian exact SE times sqrt(2N)/sigma, N=10000: 1.00004
Core centre R and width w: 85.0, 30.0 nm
Channelled fraction f: 0.050; tail length L: 80.0 nm
Core-tail mean depth: 89.000 nm
Core-tail straggling sigma: 38.458 nm
Core-tail kurtosis: 22.467
Channelled share of error variance: 95.96 %
Ions per main run: 10000; number of runs: 4000
Gaussian-formula relative SE: 0.707 %
Kurtosis-formula relative SE: 2.317 %
Observed relative SE: 2.275 %
Kurtosis-formula absolute SE: 0.891 nm
SE ratio to Gaussian formula: 3.276
Median plug-in SE / predicted SE: 0.965
Nominal 95% coverage, plug-in: 94.0 %
Nominal 95% coverage, Gaussian formula: 46.8 %
Ions for 1% error, Gaussian: 5000
Ions for 1% error, core-tail: 53668
Observed SE at that core-tail N: 0.989 % (1000 runs)
Two-peak separation: 120.0 nm; deep fraction: 0.40
Two-peak sigma: 66.000 nm; kurtosis: 1.8460
Two-peak relative SE, formula: 0.460 %
Two-peak relative SE, observed: 0.457 % (2000 runs)
Two-peak fraction where kurtosis is 3: 0.21132
Cobalt energy: 100 keV; dose: 1.0e+12 cm^-2
Rough electronic energy loss: 287.8 eV/nm
Rough greatest channelled depth: 695.0 nm
With depth limit: sigma 38.307 nm, kurtosis 20.078
With depth limit: relative SE 2.184 %
Profile fraction beyond surface: 0.219 %
With surface loss: sigma 38.224 nm, kurtosis 22.919
With surface loss: relative SE 2.341 %
With 10% fewer channelled: sigma 37.717 nm, kurtosis 22.078
With 10% fewer channelled: relative SE 2.296 %
Rough displacement energy: 15.0 eV
Upper displaced atoms per ion: 2667
Displaced fraction over depth 2R: 0.314 %
Rough sputter yield: 2.0 atoms/ion
Sputter recession: 4.00e-04 nm
```
